# Threefold rotation of reduced k-point coordinates and symmetry reduction of meshes: verification in Python

```python
# Result under test: r = A x, k = B kappa (columns of A, B: direct and reciprocal
# vectors, a_i.b_j = 2 pi delta_ij). An orthogonal lattice operation R acting as
# x -> W x acts as kappa -> V kappa with V = inverse transpose of W. Using W on kappa
# for the hexagonal 120 degree rotation breaks |k| and zone averages.
# Model band: triangular layer, lattice constant a, nearest-neighbour hopping t,
# eps = -2t[cos 2pi k1 + cos 2pi k2 + cos 2pi(k1+k2)].  Q = k1^2 + k1 k2 + k2^2.
import itertools
import numpy as np
import sympy as sp
from scipy.integrate import dblquad

rng = np.random.default_rng(1)
pi, s3 = np.pi, np.sqrt(3.0)
a, c, t = 3.0, 5.0, 1.0

def recip(A):
    a1, a2, a3 = A.T
    vol = a1 @ np.cross(a2, a3)
    return 2*pi/vol*np.array([np.cross(a2, a3), np.cross(a3, a1), np.cross(a1, a2)]).T

def rotz(angle):
    co, si = np.cos(angle), np.sin(angle)
    return np.array([[co, -si, 0], [si, co, 0], [0, 0, 1.0]])

def reduced(A, R):
    # each matrix from its own definition: components of the rotated basis vectors
    Wf = np.linalg.solve(A, R @ A)
    Vf = np.linalg.solve(recip(A), R @ recip(A))
    Wi, Vi = np.rint(Wf).astype(int), np.rint(Vf).astype(int)
    assert np.allclose(Wf, Wi, atol=1e-12) and np.allclose(Vf, Vi, atol=1e-12)
    return Wi, Vi

cubic = [np.diag(s) @ np.eye(3)[list(p)] for p in itertools.permutations(range(3))
         for s in itertools.product([1.0, -1.0], repeat=3)]
hexag = [s*rotz(m*pi/3) @ f for m in range(6) for s in (1, -1)
         for f in (np.eye(3), np.diag([1.0, -1, -1]))]
Ahex = np.array([[a, 0, 0], [-a/2, a*s3/2, 0], [0, 0, c]]).T
cells = [("sc", a*np.eye(3), cubic, 48),
         ("fcc", a/2*(np.ones((3, 3)) - np.eye(3)), cubic, 12),
         ("bcc", a/2*(np.ones((3, 3)) - 2*np.eye(3)), cubic, 12),
         ("hex", Ahex, hexag, 8)]
print(f"a = {a} A, c = {c} A, t = {t} eV")
for name, A, group, expected in cells:
    pairs = [reduced(A, R) for R in group]
    Vset = {V_.tobytes() for _, V_ in pairs}
    assert len(Vset) == len(group)
    same = 0
    for W_, V_ in pairs:
        assert abs(abs(np.linalg.det(W_)) - 1) < 1e-12
        assert np.allclose(V_, np.linalg.inv(W_).T, atol=1e-12)
        perm = (np.abs(W_).sum(0) == 1).all() and (np.abs(W_).sum(1) == 1).all()
        assert perm == (W_ == V_).all() == (W_.tobytes() in Vset)
        same += int((W_ == V_).all())
    assert same == expected
    print(f"{name}: operations with V = W: {same} of {len(group)}")
# orthogonality is needed: a lattice-preserving shear breaks the rule
Ws, Vs = reduced(a*np.eye(3), np.array([[1.0, 1, 0], [0, 1, 0], [0, 0, 1]]))
assert not np.allclose(Vs, np.linalg.inv(Ws).T)

R = rotz(2*pi/3)
Bhex = recip(Ahex)
W3, V3 = reduced(Ahex, R)
x, kap = rng.normal(size=3), rng.normal(size=3)
assert abs((R @ Bhex @ kap) @ (R @ Ahex @ x) - 2*pi*(V3 @ kap) @ (W3 @ x)) < 1e-11
assert abs((V3 @ kap) @ (W3 @ x) - kap @ x) < 1e-12
assert np.allclose(Bhex @ W3.T @ np.linalg.inv(Bhex), rotz(-2*pi/3), atol=1e-12)
W60, V60 = reduced(np.array([[a, 0, 0], [a/2, a*s3/2, 0], [0, 0, c]]).T, R)
assert (W60 == V3).all() and (V60 == W3).all()
W, V, A2, B2 = W3[:2, :2], V3[:2, :2], Ahex[:2, :2], Bhex[:2, :2]
assert W.tolist() == [[0, -1], [1, -1]] and V.tolist() == [[-1, -1], [1, 0]]
D = np.diag([1, -1])
assert (D @ W @ D == W.T).all()
print("120-deg cell: W =", W.tolist(), " V =", V.tolist())
print("60-deg cell:  W =", W60[:2, :2].tolist(), " V =", V60[:2, :2].tolist())

# lengths
k1, k2 = sp.symbols("k1 k2")
Q = lambda v: v[0]**2 + v[0]*v[1] + v[1]**2
kv = sp.Matrix([k1, k2])
assert sp.expand(Q(sp.Matrix(V.tolist())*kv) - Q(kv)) == 0
assert sp.expand(Q(sp.Matrix(W.tolist())*kv) - Q(kv) - 2*k2*(k2 - 2*k1)) == 0
for q in rng.normal(size=(20, 2)):
    assert abs(np.sum((B2 @ q)**2) - 16*pi**2/(3*a*a)*Q(q)) < 1e-11
G = B2.T @ B2
assert np.allclose(V.T @ G @ V, G) and not np.allclose(W.T @ G @ W, G)
M = B2 @ W @ np.linalg.inv(B2)
sv = np.linalg.svd(M, compute_uv=False)
assert np.allclose(sv, [(np.sqrt(7) + 2)/s3, (np.sqrt(7) - 2)/s3], atol=1e-12)
assert abs(np.linalg.det(M) - 1) < 1e-12 and np.allclose(M @ M @ M, np.eye(2))
print(f"|b1| = {np.linalg.norm(B2[:, 0]):.4f} 1/A")
print(f"wrong map: det = {np.linalg.det(M):.4f}, singular values {sv[0]:.4f}, {sv[1]:.4f}")

# band: Cartesian neighbour sum against the closed form
cand = [A2 @ np.array(n) for n in itertools.product(range(-2, 3), repeat=2)]
nbrs = np.array([d for d in cand if abs(np.linalg.norm(d) - a) < 1e-9])
assert len(nbrs) == 6
eps_cart = lambda k: -t*np.exp(1j*nbrs @ k).sum().real
bracket = lambda p, q: np.cos(2*pi*p) + np.cos(2*pi*q) + np.cos(2*pi*(p + q))
eps = lambda p, q: -2*t*bracket(p, q)
for q in rng.normal(size=(20, 2)):
    assert abs(eps_cart(B2 @ q) - eps(*q)) < 1e-11
    assert abs(eps_cart(R[:2, :2] @ B2 @ q) - eps_cart(B2 @ q)) < 1e-11
    assert abs(eps(*(V @ q)) - eps(*q)) < 1e-11
K = np.array([1/3, 1/3])
shortest = lambda q: min(np.linalg.norm(B2 @ (q + np.array(g)))
                         for g in itertools.product(range(-2, 3), repeat=2))
assert np.allclose(V @ K - K, [-1, 0]) and np.allclose(W @ K, [-1/3, 0])
assert abs(shortest(K) - 4*pi/(3*a)) < 1e-12
assert abs(shortest(W @ K) - shortest(K)/s3) < 1e-12
assert abs(shortest(W @ K) - np.linalg.norm(B2 @ W @ K)) < 1e-12
for lab, q in (("K", K), ("V K", V @ K), ("W K", W @ K), ("M", np.array([0.5, 0]))):
    print(f"{lab}: kappa = ({q[0]:.4f}, {q[1]:.4f}), |k| = {np.linalg.norm(B2 @ q):.4f} 1/A,"
          f" eps = {round(eps(*q), 10) + 0.0:.4f} eV")

# mesh reduction; label = index of the lexicographically first point of the orbit
def labels(T, N):
    n = np.indices((N, N)).reshape(2, -1)
    imgs = [n, (T @ n) % N, (T @ T @ n) % N]
    assert ((T @ imgs[2]) % N == n).all()
    return np.min([m[0]*N + m[1] for m in imgs], axis=0)

def reduced_avg(T, N, power=1):
    rep, w = np.unique(labels(T, N), return_counts=True)
    return (w*eps(rep//N/N, rep % N/N)**power).sum()/N**2, w

def full_avg(N, power=1):
    n = np.indices((N, N)).reshape(2, -1)/N
    return (eps(n[0], n[1])**power).mean()

for N in range(2, 31):
    assert (labels(V, N) == labels(W.T, N)).all()
    assert (labels(V, N) == labels(W, N)).all() == (N == 2)
    assert sorted(reduced_avg(V, N)[1]) == sorted(reduced_avg(W, N)[1])
    for p in (1, 2, 3):
        assert abs(reduced_avg(V, N, p)[0] - full_avg(N, p)) < 1e-10
    assert abs(full_avg(N)) < 1e-12
    if N >= 3:
        assert abs(full_avg(N, 2) - 6*t*t) < 1e-11
print(f"N=2: <eps> with V {abs(reduced_avg(V, 2)[0]):.4f} eV, with W {abs(reduced_avg(W, 2)[0]):.4f} eV")

choices = {}
for lab, T in (("V", V), ("W", W)):
    L = labels(T, 3)
    orbits = [[divmod(i, 3) for i in range(9) if L[i] == r] for r in np.unique(L)]
    for o in orbits:
        en = [round(float(eps(p/3, q/3)), 10) + 0.0 for p, q in o]
        print(f"N=3 {lab} orbit {o} eps/eV {en}")
    choices[lab] = np.array([sum(len(o)*eps(p/3, q/3) for o, (p, q) in zip(orbits, ch))/9
                             for ch in itertools.product(*orbits)])
assert np.allclose(choices["V"], 0, atol=1e-12)
vals, mult = np.unique(np.round(choices["W"], 9), return_counts=True)
assert np.allclose(vals, [-2*t/3, t/3, 4*t/3], atol=1e-8) and abs(choices["W"].mean()) < 1e-12
for v, m in zip(vals, mult):
    print(f"N=3 wrong <eps> = {v:.4f} eV for {m} of {len(choices['W'])} choices")
print(f"N=3 mean over choices = {abs(choices['W'].mean()):.4f} eV")
assert abs(reduced_avg(W, 3)[0] + 2*t/3) < 1e-12 and abs(reduced_avg(W, 3, 2)[0] - 4*t*t) < 1e-12
print(f"N=3 <eps^2>: full {full_avg(3, 2):.4f}, V {reduced_avg(V, 3, 2)[0]:.4f},"
      f" W {reduced_avg(W, 3, 2)[0]:.4f} eV^2")

# dense limit of the wrong reduction with the lexicographic rule
P = rng.random((2, 20000))
first = (P[0] < ((W @ P) % 1)[0]) & (P[0] < ((W @ W @ P) % 1)[0])
tri = (P[1] > 2*P[0]) & (P[1] < 1 - P[0])
quad = (P[1] < P[0]) & (P[1] > 2*P[0] - 1) & (P[1] < 1 - P[0])
assert (first == (tri | quad)).all()
def wedge(f):
    it = dblquad(f, 0, 1/3, lambda p: 2*p, lambda p: 1 - p)[0]
    iq = (dblquad(f, 0, 0.5, lambda p: 0.0, lambda p: p)[0]
          + dblquad(f, 0.5, 2/3, lambda p: 2*p - 1, lambda p: 1 - p)[0])
    return it, iq
areas = wedge(lambda q, p: 1.0)
It, Iq = wedge(lambda q, p: bracket(p, q))
u = 1/(4*pi**2)
assert np.allclose(areas, 1/6, atol=1e-10)
assert abs(It - 9*u/4) < 1e-9 and abs(Iq + 37*u/12) < 1e-9
limit = 5*t*u
assert abs(-6*t*(It + Iq) - limit) < 1e-8
print(f"wedge areas {areas[0]:.4f}, {areas[1]:.4f}; bracket integrals / u: {It/u:.4f}, {Iq/u:.4f}")
print(f"u = {u:.6f}; dense-mesh wrong <eps> = {-6*t*(It + Iq):.5f} eV")
for N in (3, 6, 12, 24, 96, 384):
    right, w = reduced_avg(V, N)
    wrong = reduced_avg(W, N)[0]
    assert abs(right) < 1e-10
    print(f"N={N}: {len(w)} points, <eps> V {abs(right):.5f} eV, W {wrong:.5f} eV")
# tolerance covers the finite-mesh remainder, of order a few t/N^2
assert abs(reduced_avg(W, 384)[0] - limit) < 2e-4
print("all tests passed")
```

Printed output:

```
a = 3.0 A, c = 5.0 A, t = 1.0 eV
sc: operations with V = W: 48 of 48
fcc: operations with V = W: 12 of 48
bcc: operations with V = W: 12 of 48
hex: operations with V = W: 8 of 24
120-deg cell: W = [[0, -1], [1, -1]]  V = [[-1, -1], [1, 0]]
60-deg cell:  W = [[-1, -1], [1, 0]]  V = [[0, -1], [1, -1]]
|b1| = 2.4184 1/A
wrong map: det = 1.0000, singular values 2.6822, 0.3728
K: kappa = (0.3333, 0.3333), |k| = 1.3963 1/A, eps = 3.0000 eV
V K: kappa = (-0.6667, 0.3333), |k| = 1.3963 1/A, eps = 3.0000 eV
W K: kappa = (-0.3333, 0.0000), |k| = 0.8061 1/A, eps = 0.0000 eV
M: kappa = (0.5000, 0.0000), |k| = 1.2092 1/A, eps = 2.0000 eV
N=2: <eps> with V 0.0000 eV, with W 0.0000 eV
N=3 V orbit [(0, 0)] eps/eV [-6.0]
N=3 V orbit [(0, 1), (1, 2), (2, 0)] eps/eV [0.0, 0.0, 0.0]
N=3 V orbit [(0, 2), (1, 0), (2, 1)] eps/eV [0.0, 0.0, 0.0]
N=3 V orbit [(1, 1)] eps/eV [3.0]
N=3 V orbit [(2, 2)] eps/eV [3.0]
N=3 W orbit [(0, 0)] eps/eV [-6.0]
N=3 W orbit [(0, 1), (1, 0), (2, 2)] eps/eV [0.0, 0.0, 3.0]
N=3 W orbit [(0, 2), (1, 1), (2, 0)] eps/eV [0.0, 3.0, 0.0]
N=3 W orbit [(1, 2)] eps/eV [0.0]
N=3 W orbit [(2, 1)] eps/eV [0.0]
N=3 wrong <eps> = -0.6667 eV for 4 of 9 choices
N=3 wrong <eps> = 0.3333 eV for 4 of 9 choices
N=3 wrong <eps> = 1.3333 eV for 1 of 9 choices
N=3 mean over choices = 0.0000 eV
N=3 <eps^2>: full 6.0000, V 6.0000, W 4.0000 eV^2
wedge areas 0.1667, 0.1667; bracket integrals / u: 2.2500, -3.0833
u = 0.025330; dense-mesh wrong <eps> = 0.12665 eV
N=3: 5 points, <eps> V 0.00000 eV, W -0.66667 eV
N=6: 14 points, <eps> V 0.00000 eV, W 0.08333 eV
N=12: 50 points, <eps> V 0.00000 eV, W 0.11384 eV
N=24: 194 points, <eps> V 0.00000 eV, W 0.12335 eV
N=96: 3074 points, <eps> V 0.00000 eV, W 0.12644 eV
N=384: 49154 points, <eps> V 0.00000 eV, W 0.12664 eV
all tests passed
```
